# Flexural waves of a free thin plate from the Rayleigh-Lamb equation

The low-temperature heat capacity of a suspended membrane depends on the frequencies of its flexural phonons. In elasticity theory these can be found by solving the full plate equation at every wavenumber $q$, or approximated by a closed form $\omega=aq^2$. The closed form is convenient: the waves with wavenumber below $q$ number $\pi q^2/(2\pi)^2=q^2/4\pi=\omega/(4\pi a)$ per unit area, so their density of states is the constant $1/(4\pi a)$. Choosing between the two requires the value of $a$ and the range of $q$ in which the law holds.

The plate has thickness $d$, density $\rho$ and stress-free faces at $z=\pm d/2$. It is homogeneous, linearly elastic and laterally unlimited. The wave varies as $e^{i(qx-\omega t)}$, with $\omega$ an angular frequency, and moves in the $xz$ plane. At first the plate is also isotropic and free of built-in stress. Its bulk speeds are $c_l$ and $c_t$, and $r=c_t^2/c_l^2$. A positive bulk modulus, $\rho(c_l^2-\tfrac43c_t^2)>0$, requires $r<3/4$.

## 1. Simple case: slow bending

Let the midplane be displaced by $w(x,t)$, and let cross-sections stay flat and perpendicular to it. Then $u_x=-z\,\partial_xw$, and the strain along the plate is $\varepsilon_{xx}=-z\,\partial_x^2w$.

The strain $\varepsilon_{zz}$ is free to adjust, because nothing presses on the faces. With stiffnesses $c_{11},c_{13},c_{33}$, the energy density is

$$\tfrac12c_{11}\varepsilon_{xx}^2+c_{13}\varepsilon_{xx}\varepsilon_{zz}+\tfrac12c_{33}\varepsilon_{zz}^2 .$$

Its minimum over $\varepsilon_{zz}$ lies at $\varepsilon_{zz}=-(c_{13}/c_{33})\varepsilon_{xx}$, which leaves

$$\tfrac12M\varepsilon_{xx}^2,\qquad M=c_{11}-\frac{c_{13}^2}{c_{33}} .$$

Since $\int z^2dz=d^3/12$ across the plate, the elastic energy per area is $\tfrac12(Md^3/12)(\partial_x^2w)^2$. The kinetic energy per area is $\tfrac12\rho d(\partial_tw)^2$, if the small motion along $x$ is neglected. For a sinusoidal standing wave the maxima of the two energies are equal, so

$$\omega^2=\frac{Md^2q^4}{12\rho}. \tag{1}$$

In an isotropic plate $c_{11}=c_{33}=\rho c_l^2$ and $c_{13}=\rho(c_l^2-2c_t^2)$. Hence

$$M=\rho\left[c_l^2-\frac{(c_l^2-2c_t^2)^2}{c_l^2}\right]=\rho\left[4c_t^2-\frac{4c_t^4}{c_l^2}\right]=4\rho c_t^2(1-r),$$

and (1) becomes

$$\omega_0=q^2d\,c_t\sqrt{\frac{1-r}{3}} . \tag{2}$$

**Limit.** For $r\to0$ the material resists compression far more than shear, yet $M\to4\rho c_t^2$ stays finite: the plate bends by changing shape at nearly constant volume. Had $\varepsilon_{zz}$ been set to zero, $M$ would have been $\rho c_l^2$, which diverges at fixed $c_t$. The free faces are therefore essential.

This argument assumed flat cross-sections and does not give its own error. The full elastic problem supplies both the justification and the error.

## 2. General case: the Rayleigh-Lamb equation

The equation of motion is

$$-\omega^2\mathbf u=c_l^2\nabla(\nabla\cdot\mathbf u)-c_t^2\nabla\times(\nabla\times\mathbf u).$$

For $\omega\neq0$, division by $-\omega^2$ expresses $\mathbf u$ as a gradient plus a curl:

$$u_x=\partial_x\phi-\partial_z\psi,\qquad u_z=\partial_z\phi+\partial_x\psi,$$

with $\phi=-(c_l^2/\omega^2)\nabla\cdot\mathbf u$ and $\psi=(c_t^2/\omega^2)(\partial_zu_x-\partial_xu_z)$. Taking the divergence and the curl of the equation of motion shows that each potential obeys a wave equation with its own speed. Thus $\partial_z^2\phi=\kappa_l^2\phi$ and $\partial_z^2\psi=\kappa_t^2\psi$, where

$$\kappa_l^2=q^2-\frac{\omega^2}{c_l^2},\qquad \kappa_t^2=q^2-\frac{\omega^2}{c_t^2}.$$

The plate is symmetric under $z\to-z$, so its waves separate into two families. Bending has $u_z$ even and $u_x$ odd, which makes $\phi$ odd and $\psi$ even:

$$\phi=A\,\frac{\sinh\kappa_lz}{\kappa_l},\qquad \psi=B\cosh\kappa_tz .$$

The divisor $\kappa_l$ keeps $\phi$ nonzero when $\kappa_l=0$. By parity, it suffices to impose the boundary conditions at $z=h=d/2$.

The shear stress is $\rho c_t^2(\partial_zu_x+\partial_xu_z)=\rho c_t^2[2iq\,\partial_z\phi-(q^2+\kappa_t^2)\psi]$. It vanishes if

$$2iqA\cosh\kappa_lh-(q^2+\kappa_t^2)B\cosh\kappa_th=0. \tag{3}$$

The normal stress is $\rho(c_l^2-2c_t^2)\nabla^2\phi+2\rho c_t^2(\partial_z^2\phi+iq\,\partial_z\psi)$. The factor multiplying $\phi$ is

$$\rho c_l^2(\kappa_l^2-q^2)+2\rho c_t^2q^2=-\rho\omega^2+2\rho c_t^2q^2=\rho c_t^2(q^2+\kappa_t^2),$$

so the second condition reads

$$(q^2+\kappa_t^2)A\,\frac{\sinh\kappa_lh}{\kappa_l}+2iq\kappa_tB\sinh\kappa_th=0. \tag{4}$$

A nonzero pair $A,B$ requires a vanishing determinant. The product $(2iq)(2iq)=-4q^2$ supplies the relative sign. After division by both hyperbolic cosines,

$$4q^2\kappa_t\tanh\kappa_th=(q^2+\kappa_t^2)^2\,\frac{\tanh\kappa_lh}{\kappa_l}. \tag{5}$$

This is the antisymmetric Rayleigh-Lamb equation. The cosines are nonzero near $\omega=q=0$, where their arguments are small, and wherever $\omega<c_tq$, where the arguments are real.

**Test.** Equation (5) was compared with a diagonalization of the elastic energy in Legendre polynomials, which uses neither potentials nor (3) and (4). For $r=0.1,\,0.37,\,0.6$ and $qd=0.2,\,0.5,\,1,\,2$ the largest relative difference in frequency was $4\times10^{-10}$.

**Limit $q\to0$ at finite frequency.** The motions along $x$ and $z$ then decouple. An odd $u_x\propto\sin kz$ has no shear stress at the faces if $\cos(kd/2)=0$, so its lowest frequency is $\pi c_t/d$. An even $u_z\propto\cos kz$ needs $\sin(kd/2)=0$, which gives $2\pi c_l/d$ and above, or $k=0$, a rigid displacement with $\omega=0$. Bending waves grow out of this last solution.

## 3. The long-wavelength expansion

Define

$$X=(qh)^2,\qquad \Omega=\left(\frac{\omega h}{c_t}\right)^2,\qquad T(y)=\frac{\tanh\sqrt y}{\sqrt y}.$$

Then $(\kappa_th)^2=X-\Omega$ and $(\kappa_lh)^2=X-r\Omega$. Multiplying (5) by $h^3$ gives

$$F=4X(X-\Omega)\,T(X-\Omega)-(2X-\Omega)^2\,T(X-r\Omega)=0. \tag{6}$$

The series of $T$ follows from $(\tanh s)'=1-\tanh^2s$. Inserting $\tanh s=s+\alpha s^3+\beta s^5+\dots$ gives $3\alpha=-1$ and $5\beta=-2\alpha$, so

$$T(y)=1-\frac y3+\frac{2y^2}{15}-\dots$$

The contributions to $F$ are now collected in turn.

The constant term of $T$ gives
$$4X^2-4X\Omega-(4X^2-4X\Omega+\Omega^2)=-\Omega^2 .$$

The linear term gives $-\tfrac13$ times
$$4X(X-\Omega)^2-(2X-\Omega)^2(X-r\Omega)=-4(1-r)X^2\Omega+(3-4r)X\Omega^2+r\Omega^3 .$$

The quadratic term gives $\tfrac2{15}$ times an expression needed only to first order in $\Omega$:
$$4X(X^3-3X^2\Omega)-(4X^2-4X\Omega)(X^2-2rX\Omega)=-8(1-r)X^3\Omega+\dots$$

The constant term alone would give $\Omega=0$: bending stiffness first appears through the cubic term of the hyperbolic tangent.

Every contribution vanishes at $\Omega=0$, since (6) then reads $4X^2T(X)-4X^2T(X)$. This root carries no motion. At $\omega=0$ both decay constants equal $q$, and (3) gives $A=-iqB$. The displacements are then $u_x=(iA-qB)\sinh qz=0$ and $u_z=(A+iqB)\cosh qz=0$. The root may be divided out:

$$\frac F\Omega=-\Omega+\frac43(1-r)X^2-\frac{3-4r}3X\Omega-\frac{16}{15}(1-r)X^3+\dots=0. \tag{7}$$

The left side is a convergent power series near $X=\Omega=0$, and its derivative with respect to $\Omega$ there is $-1$. By the implicit function theorem, one and only one branch $\Omega(X)$ passes through the origin. Its leading term is $\Omega=\tfrac43(1-r)X^2$. With this size of $\Omega$, the omitted terms in (7) are of order $X^4$. Inserting the leading term into $X\Omega$ gives

$$\Omega=\frac43(1-r)X^2\left[1-\frac{3-4r}3X-\frac45X+\dots\right]=\frac43(1-r)X^2\left[1-\frac{27-20r}{15}X+\dots\right].$$

Now put $\Omega=\omega^2d^2/4c_t^2$ and $X=q^2d^2/4$. The leading term becomes

$$\omega^2=\frac{4c_t^2}{d^2}\cdot\frac43(1-r)\frac{q^4d^4}{16}=\frac{q^4d^2c_t^2(1-r)}3 ,$$

which is (2). The square root halves the relative correction:

$$\omega=q^2d\,c_t\sqrt{\frac{1-r}3}\left[1-\frac{27-20r}{120}(qd)^2+O\big((qd)^4\big)\right]. \tag{8}$$

**Limits in $r$.** The coefficient of $(qd)^2$ falls from $0.225$ at $r\to0$ to $0.1$ at $r\to3/4$. It is positive throughout, so at small $qd$ the simple law lies above the true frequency. Roots of (5) at $qd=0.02$ reproduced the coefficient to within 0.2% of its value for the three values of $r$ used above.

**Limit of short waves.** For $qh\gg1$ and $\omega<c_tq$, both hyperbolic tangents in (5) tend to 1, leaving $4q^2\kappa_l\kappa_t=(q^2+\kappa_t^2)^2$. With $s=(\omega/c_tq)^2$ this is

$$(2-s)^2-4\sqrt{(1-s)(1-rs)}=0 .$$

For small $s$ the left side is $-2(1-r)s<0$, and at $s=1$ it is $+1$. A root therefore lies between. It depends on $r$ but not on $q$, so $\omega\propto q$: this is the Rayleigh surface wave. The quadratic law cannot join this regime, since it exceeds $c_tq$ once $qd>\sqrt{3/(1-r)}$.

## 4. Generalization to a stretched plate

Suppose the film carries a built-in tensile stress $\sigma$ along $x$. A slope $\partial_xw$ lengthens each element by the fraction $\tfrac12(\partial_xw)^2$, and the tension does work against this lengthening. The extra energy per area is $\tfrac12\sigma d(\partial_xw)^2$. Compared with the kinetic energy $\tfrac12\rho d(\partial_tw)^2$, it adds $\sigma q^2/\rho$ to the squared frequency:

$$\omega^2\simeq\omega_{\rm free}^2+\frac{\sigma q^2}\rho . \tag{9}$$

Changes of the stiffness by the built-in strain are neglected. The tension energy was tested against finite-strain elasticity for a bent film with 0.2% biaxial strain, $qd=0.1$ and the germanium constants given below. The ratio of the computed energy to the formula was 1.005.

**Limit.** Tension wins at long wavelength, where (9) gives $\omega=q\sqrt{\sigma/\rho}$. It equals the bending term of (2) at

$$(q_cd)^2=\frac{3\sigma}{\rho c_t^2(1-r)} . \tag{10}$$

For given material and stress, $q_cd$ does not depend on thickness. In a stretched plate the quadratic law thus needs $q_cd\ll qd\ll1$, and the interval exists only if the stress is small compared with the elastic moduli.

## 5. A germanium membrane

Take a membrane with $d=50$ nm and a flexural wave of wavelength 1000 nm. Rough typical constants of germanium are $C_{11}=130$, $C_{12}=50$ and $C_{44}=67$ GPa, with density 5.3 g/cm³.

The crystal is cubic, so an isotropic model needs averaged moduli. The bulk modulus $(C_{11}+2C_{12})/3$ is the same in every orientation. Of the five independent shape-changing strains, three have shear stiffness $C_{44}$ and two have $(C_{11}-C_{12})/2$. Averaging the stiffness over orientations preserves the sum of the five, so

$$\mu=\frac{C_{11}-C_{12}+3C_{44}}5=56.2\ \text{GPa}.$$

The longitudinal modulus is the bulk modulus plus $4\mu/3$, or 151.6 GPa. Dividing by the density and taking roots gives $c_t=3.256$ km/s and $c_l=5.348$ km/s, hence $r=0.3707$ and $\sqrt{(1-r)/3}=0.4580$.

With $q=2\pi/(1000\ \text{nm})=0.006283$ nm⁻¹, $qd=0.3142$. Since 1 km/s is 1000 nm/ns,

$$\omega_0=(0.006283)^2\times50\times3256\times0.4580=2.944\ \text{rad/ns}.$$

The correction in (8) is $(27-7.41)/120\times(0.3142)^2=0.016$, which lowers this to 2.896 rad/ns. The full equation gives 2.898 rad/ns, or 0.461 GHz. The simple law is 1.6% too high relative to the full equation. The next antisymmetric branch starts at $c_t/2d=32.6$ GHz, far above.

At $qd=1$ the simple law is 14% too high, and at $qd=2$ it is 47% too high. The error reaches 5% at $qd=0.566$, where $\omega=9.09$ rad/ns and $\hbar\omega/k_B=0.069$ K. Phonons up to several $k_BT$ contribute to the heat capacity, so an unstressed membrane of this thickness must be well below 0.07 K before the quadratic law describes its thermal flexural waves to that accuracy. The density of states is more demanding: by (8), its relative error at small $qd$ is twice that of the frequency. With the full dispersion, the flexural heat capacity of this membrane exceeds the value from the constant by 5% at about 0.016 K and by 23% at 0.07 K. At higher temperatures the corrected law (8) extends the range. Its frequency is 4% too low at $qd=1$, but the density of states derived from it, compared at the same $q$, is too high by about 4% at $qd=0.7$ and 15% at $qd=1$. For the heat capacity, waves beyond about $qd=0.7$ need the full equation. The total heat capacity also contains the extensional and shear waves that move mainly in the plane of the membrane; their frequencies start from zero as well, and they must be added separately.

**Comparison with real membranes.** Membranes tens of nanometres thick can be made from germanium films grown on silicon. Such films can carry a tensile strain of roughly 0.2%, and how much survives release depends on how the membrane is held. The assumption of zero stress then fails. For a (001) film with equal strain $e$ along both in-plane axes and free faces, $\varepsilon_{zz}=-2(C_{12}/C_{11})e$, so

$$\sigma=\left(C_{11}+C_{12}-\frac{2C_{12}^2}{C_{11}}\right)e=0.283\ \text{GPa}.$$

Equation (9), with the isotropic average kept for the bending part, raises the frequency from 2.898 to 3.241 rad/ns, by 12%. Tension and bending contribute equally at $qd=0.155$, a wavelength of about 2 µm. By (2) and (9), tension changes the frequency by less than 5% only for $qd$ above roughly 0.5, while the simple law stays within 5% of the full equation only up to 0.566. At this strain hardly any range is left in which each correction to the frequency is small by itself. The two have opposite signs, so the net frequency lies within 5% of (2) from $qd\approx0.4$ to $0.7$, but only by partial cancellation. Cooling does not help: the thermal waves move towards the linear, tension-controlled part.

The density of states is less sensitive to tension. With equal stress along both in-plane axes and $s=\sigma/\rho$, (9) reads $\omega^2=a^2q^4+sq^2$ in the range of the simple law. Solving for $q^2$ and differentiating the number of waves $q^2/4\pi$ gives the density of states

$$\frac1{4\pi}\frac{d(q^2)}{d\omega}=\frac1{4\pi a}\left[1+\left(\frac{s}{2a\omega}\right)^2\right]^{-1/2}.$$

Weak tension thus enters only at second order. Even at $qd=0.155$, where tension and bending contribute equally, this expression is only 6% below the constant $1/(4\pi a)$. For much longer waves it falls in proportion to $\omega$. With $\omega_{\rm free}$ in (9) taken from the full equation, the density of states stays within about 5% of the constant from $qd\approx0.16$ to $0.4$. The constant can therefore survive this strain over a limited range of frequencies. At the lowest temperatures it requires a membrane whose stress has been largely relaxed: at 1 mK the flexural heat capacity computed for the stretched membrane is only about half the value that the constant would give. Thermal waves at that temperature are roughly 4 to 11 µm long, so this value applies only to a membrane much wider than that.

**Anisotropy.** In a (001) film, (1) holds with the stiffnesses referred to the direction of travel. Along [100], $M=130-50^2/130=110.8$ GPa. Along [110], $c_{11}$ is replaced by $(C_{11}+C_{12})/2+C_{44}=157$ GPa, so $M=137.8$ GPa. The isotropic average has $M=141.5$ GPa, above both. At the same $q$ and $d$, diagonalization with the cubic constants puts the frequency 11% below the isotropic value along [100] and 1% below it along [110]. For a known orientation, (1) with the directional $M$ is the better starting point. Averaged over the directions in an unstressed (001) film, it gives a constant density of states 7% above the isotropic value.

**Temperature.** If cooling stiffens the crystal by a rough 2%, the frequency at fixed strain rises by 1%, since it varies as the root of the stiffness. The strain need not stay fixed: germanium contracts more than silicon on cooling, so a film held by a silicon frame is stretched further. An added strain of roughly 0.07% would bring the total rise in the stretched example to about 4.5%.

At this wavelength the simple law's own error, 1.6% in the isotropic model, is thus smaller than the effects of strain and, along [100], of crystal direction.

## Computed results

```
largest relative gap, Lamb root vs diagonalization: 4.0e-10
simple law / full equation for the germanium value of r:
  qd = 0.1: ratio = 1.0016
  qd = 0.3: ratio = 1.0145
  qd = 1.0: ratio = 1.1447
  qd = 2.0: ratio = 1.4664
rough C11, C12, C44: 130, 50, 67 GPa
rough density: 5.3 g/cm3
averaged shear modulus: 56.2 GPa
averaged longitudinal modulus: 151.6 GPa
c_t: 3.256 km/s
c_l: 5.348 km/s
r = (c_t/c_l)^2: 0.3707
thickness d: 50 nm
wavelength: 1000 nm
q: 0.006283 1/nm
qd: 0.3142
sqrt((1-r)/3): 0.4580
omega, simple law: 2.944 rad/ns
omega, with correction: 2.896 rad/ns
omega, full equation: 2.898 rad/ns
frequency, simple law: 0.4685 GHz
frequency, full equation: 0.4612 GHz
simple law too high by: 1.59 %
next antisymmetric branch starts at: 32.6 GHz
simple law 5 % too high at qd: 0.566
omega there, full equation: 9.09 rad/ns
hbar*omega/k_B there: 0.069 K
bending modulus, isotropic average: 141.5 GPa
bending modulus along [100]: 110.8 GPa
frequency shift along [100]: -11.1 %
bending modulus along [110]: 137.8 GPa
frequency shift along [110]: -1.1 %
rough built-in strain: 0.2 %
built-in stress: 0.283 GPa
tension energy, finite strain / formula: 1.0050
omega with tension: 3.241 rad/ns
frequency shift by tension: 11.9 %
tension equals bending at qd: 0.155
tension equals bending at wavelength: 2027 nm
rough stiffening on cooling: 2 %
frequency shift on cooling: 1.0 %
```
